# Mean path of equal-mass hard spheres slowing down to a cutoff

## The form fixed by dimensions and scaling

An atom of kinetic energy $E$ moves among atoms at rest and is followed until its energy has fallen below a cutoff $E_c$. If the mean free path $\lambda$ does not depend on energy, and a collision leaves a random fraction of the energy whose distribution does not depend on energy either, the problem contains one relevant length, $\lambda$, and two energies. The mean path length must therefore have the form

$$R(E)=\lambda\,f(E/E_c).$$

Scaling says more. In a continuous descent the atom passes through each intermediate energy, so the path from $yzE_c$ to $E_c$ is the path from $yzE_c$ to $zE_c$ plus the path from $zE_c$ to $E_c$. Hence $f(yz)=f(y)+f(z)$, whose continuous solutions are $f(y)=C\ln y$. In particular $f(1)=0$.

A descent by collisions jumps over intermediate energies. An atom that starts at $E_c$ must still fly to its first collision before it can lose anything, so $f(1)=1$. A pure logarithm is thereby excluded. For equal-mass hard spheres the answer turns out to be a logarithm plus this one free path, and the coefficient of the logarithm also differs from that of the continuous description.

## Assumptions and collision law

The assumptions are these.

1. The target atoms have the same mass as the moving atom, are initially at rest and free, and are placed at random with number density $n$.
2. Collisions are elastic and binary, between smooth hard spheres whose centres are a distance $D$ apart at contact. No energy is lost between collisions.
3. The lengths of successive flights are independent of one another and of the energy losses, with mean $\lambda$.
4. The incoming atom itself is followed, even if the struck atom leaves with more energy.
5. The history ends at the first collision that leaves the atom with energy below $E_c$. The flight leading to that collision is counted. The starting energy satisfies $E\ge E_c$.

Assumption 3 follows from the first two in a dilute random medium. In a distance $ds$ the atom meets a target centre inside its collision disc with probability $n\pi D^2ds$. The probability of no collision up to $s$ is then $e^{-n\pi D^2s}$, and its integral over $s$ is the mean flight,

$$\lambda=\frac{1}{n\pi D^2}.$$

**Lemma 1.** After a collision at energy $E$, the remaining energy $E'$ is uniformly distributed on $(0,E)$. The deflection angle $\theta$ in the laboratory obeys $\cos\theta=\sqrt{E'/E}$.

*Proof.* Let $\mathbf v$ be the incoming velocity, $\mathbf n$ the unit vector along the line of centres at contact, and $\alpha$ the angle between them. If $b$ is the impact parameter, then $\sin\alpha=b/D$. Smooth spheres exert an impulse along $\mathbf n$ alone. Along this line the collision is a one-dimensional elastic collision of equal masses, in which the two velocity components are exchanged. The target had none, so the moving atom gives its component away:

$$\mathbf v'=\mathbf v-(\mathbf v\cdot\mathbf n)\mathbf n .$$

What remains is the part of $\mathbf v$ perpendicular to $\mathbf n$, with magnitude $v\sin\alpha$. Therefore

$$\frac{E'}{E}=\sin^2\alpha=\frac{b^2}{D^2}.$$

Impact points are uniform over a disc of area $\pi D^2$. The probability that $b^2/D^2<q$ is the area ratio $\pi qD^2/(\pi D^2)=q$ for $0<q<1$, which is the uniform law. For the angle,

$$\cos\theta=\frac{\mathbf v\cdot\mathbf v'}{vv'}=\frac{v^2-v^2\cos^2\alpha}{v\cdot v\sin\alpha}=\sin\alpha=\sqrt{E'/E}.\qquad\blacksquare$$

## The mean path

**Theorem.** Under assumptions 1 to 5,

$$R(E)=\lambda\left[1+\ln\frac{E}{E_c}\right],\qquad E\ge E_c .$$

*Proof.* First, $R$ is finite. Each collision at least halves the energy with probability $1/2$. If $m$ is a positive integer with $2^m\ge E/E_c$, then $m$ such halvings end the history, apart from a case of zero probability. The mean number of collisions needed to collect $m$ halvings is $2m$, so $R(E)\le2m\lambda$. Moreover, for the same sequence of energy fractions a higher starting energy cannot end the history sooner. Thus $R$ does not decrease with $E$ and can be integrated.

Now separate the first flight from the rest. The first flight contributes $\lambda$. The collision leaves an energy $E'$ with probability density $1/E$. If $E'\ge E_c$, a new history begins with mean path $R(E')$; if $E'<E_c$, nothing more is counted. Hence

$$R(E)=\lambda+\frac1E\int_{E_c}^{E}R(E')\,dE'.$$

Multiplication by $E$ removes the variable prefactor of the integral:

$$E\,R(E)=\lambda E+\int_{E_c}^{E}R(E')\,dE'.$$

The integral of a bounded function is continuous in its upper limit, so $R$ is continuous; the integral is then differentiable, and so is $R$. Differentiation gives

$$R+E\frac{dR}{dE}=\lambda+R,\qquad\text{so}\qquad \frac{dR}{dE}=\frac{\lambda}{E}.$$

At $E=E_c$ the integral vanishes and the balance gives $R(E_c)=\lambda$. Integration from $E_c$ to $E$ yields $R(E)-\lambda=\lambda\ln(E/E_c)$. $\blacksquare$

The constant term is the first flight, which takes place whatever the starting energy. The logarithm counts the later flights. The result diverges slowly as $E_c\to0$: without a cutoff, an atom in this model keeps colliding with atoms at rest and never stops. The cutoff is therefore part of the definition of the path.

## The continuous-slowing-down value

**Proposition 1.** If the random losses are replaced by a continuous loss with the same mean per unit path, the path is

$$R_{\rm C}(E)=2\lambda\ln\frac{E}{E_c}.$$

*Proof.* By Lemma 1 the mean remaining energy is $E/2$, so the mean loss is also $E/2$. There are $1/\lambda$ collisions per unit length, and the stopping power, taken positive, is

$$S(E)=\frac{E/2}{\lambda}=\frac{E}{2\lambda}.$$

With $dE/ds=-S$, the path is

$$R_{\rm C}=\int_{E_c}^{E}\frac{dE'}{S(E')}=2\lambda\int_{E_c}^{E}\frac{dE'}{E'}=2\lambda\ln\frac{E}{E_c}.\qquad\blacksquare$$

Write $x=\ln(E/E_c)$ from here on. The difference is

$$R_{\rm C}-R=2\lambda x-\lambda(1+x)=\lambda(x-1).$$

The continuous value is too short for $x<1$, agrees at the single energy $E=eE_c$, and is too long for $x>1$. At $x=0$ it misses the entire first flight. For $x\to\infty$ the ratio $R_{\rm C}/R=2x/(1+x)$ tends to 2, so a large number of collisions does not repair the continuous description.

## Why the two values differ

Because losses multiply the energy, they add in its logarithm. Let $\ell=\ln(E/E')$ be the logarithmic loss in one collision. With $q=E'/E$ uniform on $(0,1)$,

$$\Pr(\ell>t)=\Pr(q<e^{-t})=e^{-t}.$$

Thus $\ell$ is exponential with mean 1. The continuous description uses the mean fractional loss $1/2$ as its logarithmic loss per free path, which is half the true mean. This sets the factor of 2 at large $x$. The other part of the difference comes from the end of the history.

**Proposition 2.** The number of collisions is $N=1+K$, where $K$ has a Poisson distribution of mean $x$. The mean overshoot of $\ln E$ below $\ln E_c$ is 1. If the flights are exponentially distributed, the path $L$ has variance $\lambda^2(1+2x)$.

*Proof.* Let $K$ be the number of collisions after which the atom is still at or above $E_c$. The sum of $k\ge1$ independent losses has density $t^{k-1}e^{-t}/(k-1)!$. This is true for $k=1$, and adding one more loss gives

$$\int_0^t\frac{s^{k-1}e^{-s}}{(k-1)!}e^{-(t-s)}ds=\frac{t^ke^{-t}}{k!},$$

which is the same form with $k$ raised by one. For $K=k$ the first $k$ losses must sum to some $t\le x$, and the next must exceed $x-t$:

$$\Pr(K=k)=\int_0^x\frac{t^{k-1}e^{-t}}{(k-1)!}e^{-(x-t)}dt=\frac{x^ke^{-x}}{k!}.$$

For $k=0$ the first loss must exceed $x$, which has probability $e^{-x}$ and fits the same formula. The terminating collision adds one to the count.

If a distance $r$ in $\ln E$ remains above the cutoff, the last loss is known to exceed $r$. Its excess obeys

$$\Pr(\ell>r+t\mid\ell>r)=\frac{e^{-(r+t)}}{e^{-r}}=e^{-t},$$

so the mean overshoot is 1, independent of $r$.

Finally, $N$ depends on the energy losses and is independent of the flight lengths. For given $N$, the path has mean $\lambda N$ and variance $\lambda^2N$, since an exponential flight has variance $\lambda^2$. The total variance is the mean of the conditional variance plus the variance of the conditional mean:

$$\operatorname{Var}L=\lambda^2\langle N\rangle+\lambda^2\operatorname{Var}N=\lambda^2(1+x)+\lambda^2x.\qquad\blacksquare$$

The mean path uses the mean flight alone. The variance also needs the variance of a single flight, which is $\lambda^2$ for the exponential distribution.

## A second case: small losses

If large single losses cause the discrepancy, limiting them should remove it. Let hard spheres have unequal masses $m$ (moving) and $M$ (target). The one-dimensional collision along $\mathbf n$ gives the target the speed $2mv\cos\alpha/(m+M)$, and thus the energy

$$T=\frac M2\left(\frac{2mv\cos\alpha}{m+M}\right)^2=\gamma E\cos^2\alpha,\qquad \gamma=\frac{4mM}{(m+M)^2}.$$

Since $\cos^2\alpha=1-b^2/D^2$ is uniform, $E'$ is uniform on $((1-\gamma)E,E)$. Equal masses give $\gamma=1$.

**Proposition 3.** For $0<\gamma<1$, let

$$\xi=1+\frac{(1-\gamma)\ln(1-\gamma)}{\gamma}.$$

Then

$$\frac{x}{\xi}\le\frac R\lambda\le\frac{x-\ln(1-\gamma)}{\xi},$$

and $R/R_{\rm C}\to1$ as $\gamma\to0$ at fixed $x>0$.

*Proof.* The mean logarithmic loss is found with the substitution $s=1-\gamma q$:

$$-\int_0^1\ln(1-\gamma q)\,dq=-\frac1\gamma\int_{1-\gamma}^1\ln s\,ds=-\frac1\gamma\Big[s\ln s-s\Big]_{1-\gamma}^{1}=\frac{\gamma+(1-\gamma)\ln(1-\gamma)}{\gamma}=\xi .$$

Let $\ell_i$ be the loss that collision $i$ would produce, and let $I_i=1$ if collision $i$ occurs and 0 otherwise. Whether it occurs is decided by the earlier losses, so $I_i$ and $\ell_i$ are independent. All terms are non-negative, which permits averaging term by term:

$$\Big\langle\sum_{i=1}^{N}\ell_i\Big\rangle=\sum_{i\ge1}\langle I_i\rangle\langle\ell_i\rangle=\xi\langle N\rangle .$$

This is Wald's identity. The summed loss is at least $x$ when the history ends. It was at most $x$ before the last collision, which adds no more than $-\ln(1-\gamma)$. These limits bound $\xi\langle N\rangle$. The same independence, applied to flights instead of losses, gives $R=\lambda\langle N\rangle$, and the stated bounds follow.

The mean energy loss is now $\gamma E/2$, so $S=\gamma E/(2\lambda)$ and $R_{\rm C}=2\lambda x/\gamma$. Dividing the bounds by $2x/\gamma$,

$$\frac{\gamma}{2\xi}\le\frac{R}{R_{\rm C}}\le\frac{\gamma}{2\xi}\left[1-\frac{\ln(1-\gamma)}x\right].$$

For small $\gamma$, $-\ln(1-\gamma q)=\gamma q+\gamma^2q^2/2+\cdots$, and integration over $q$ gives $\xi=\gamma/2+\gamma^2/6+\cdots$. Both bounds tend to 1. $\blacksquare$

For $\gamma=1$ the same identity gives $\langle N\rangle=x+1$ at once, because $\xi=1$ and the mean overshoot is 1.

Numerical solution of the first-collision balance at fixed $E/E_c=50$ and $\lambda=1$ nm gives $R/R_{\rm C}=0.628$, 0.860, 0.975 and 0.995 for $\gamma=1$, 0.5, 0.1 and 0.02. The continuous description recovers as the largest loss becomes small.

## Path length is not depth

**Proposition 4.** In an unbounded medium the mean displacement along the initial direction is

$$P(E)=\lambda\left[3-2\sqrt{\frac{E_c}{E}}\right].$$

*Proof.* After the first collision, symmetry about the new direction makes the mean further displacement point along it, with magnitude $P(E')$. Averaging over the azimuth of the collision leaves its projection on the old direction, a factor $\cos\theta=\sqrt{E'/E}$. Thus

$$P(E)=\lambda+\frac1E\int_{E_c}^{E}\sqrt{\frac{E'}{E}}\,P(E')\,dE'.$$

Multiply by $E^{3/2}$ and differentiate:

$$\tfrac32E^{1/2}P+E^{3/2}\frac{dP}{dE}=\tfrac32\lambda E^{1/2}+E^{1/2}P.$$

Moving the last term to the left and dividing by $E$ gives

$$E^{1/2}\frac{dP}{dE}+\frac{P}{2E^{1/2}}=\frac{3\lambda}{2E^{1/2}}.$$

The left side is $d(E^{1/2}P)/dE$. Integrating from $E_c$, where $P=\lambda$,

$$E^{1/2}P-E_c^{1/2}\lambda=3\lambda\left(E^{1/2}-E_c^{1/2}\right),$$

and division by $E^{1/2}$ gives the result. $\blacksquare$

As $E/E_c$ grows, the mean depth saturates at $3\lambda$ while the path increases without limit. The mean cosine per collision is $\int_0^1\sqrt q\,dq=2/3$, so without a cutoff the successive flights contribute $\lambda(1+2/3+4/9+\cdots)=3\lambda$. The $k$th flight then adds $\lambda$ to the path but only $(2/3)^{k-1}\lambda$ to the mean depth, so late flights hardly advance the atom. A free surface, through which atoms could escape, is not included.

## When the free path depends on energy

**Proposition 5.** If $\lambda(E)$ is smooth and the energy sharing of Lemma 1 is retained,

$$R(E)=\lambda(E)+\int_{E_c}^{E}\frac{\lambda(E')}{E'}\,dE'.$$

*Proof.* The balance keeps its form with $\lambda(E)$ as the first term. Multiplying by $E$ and differentiating gives

$$R+E\frac{dR}{dE}=\lambda+E\frac{d\lambda}{dE}+R,\qquad\frac{dR}{dE}=\frac{d\lambda}{dE}+\frac\lambda E .$$

Integration with $R(E_c)=\lambda(E_c)$ gives the statement. $\blacksquare$

## Example: silicon into amorphous silicon

Take rough round values for low-energy self-implantation: $E=1000$ eV, $E_c=20$ eV, $n=50$ nm$^{-3}$ and $\lambda=1$ nm. The contact distance is $D=(n\pi\lambda)^{-1/2}=0.080$ nm. With $x=\ln50=3.912$,

$$R=1\times(1+3.912)=4.91\ \text{nm},\qquad R_{\rm C}=2\times3.912=7.82\ \text{nm}.$$

The continuous value exceeds the mean path by 59% of the latter. A three-dimensional simulation built from contact geometry and exponential flights gives $4.911\pm0.005$ nm, where the uncertainty is one standard error.

The mean collision number is 4.91, and the standard deviation of the path is $\sqrt{1+2\times3.912}=2.97$ nm, about 60% of the mean. The mean depth is $3-2\sqrt{0.02}=2.72$ nm. Halving the cutoff adds $\ln2=0.69$ nm to the path, giving 5.61 nm. At 30 eV the order is reversed: the mean path is 1.41 nm and the continuous value 0.81 nm.

Real implants commonly use energies from about a keV to hundreds of keV, so this example lies at the low end. Its cutoff is of the rough size of the energy needed to displace a lattice atom. Neither the constant free path nor the hard-sphere energy sharing is realistic here. If $D$ is set by the closest head-on approach in the Ziegler–Biersack–Littmark (ZBL) universal potential, the free path is 2.66 nm at 1000 eV and 0.29 nm at 20 eV; it equals 1 nm near 226 eV. Proposition 5 then gives a path of 6.49 nm, 32% above the constant-$\lambda$ result. This estimate still uses hard-sphere energy sharing. The ZBL potential itself gives a nuclear stopping of 248 eV/nm at 1000 eV and 40 eV/nm at 20 eV, against 500 and 10 eV/nm in the constant-$\lambda$ model. The size of the continuous description's error depends both on how the free path varies with energy and on how the energy is shared. With the ZBL-based free path and hard-sphere sharing, the continuous value is $2\int_{E_c}^{E}\lambda(E')\,dE'/E'=2(6.49-2.66)=7.66$ nm, which is only 18% above the mean path. ZBL scattering also shifts weight towards small transfers, more so at high energy than near the cutoff, but this change alone, at a constant collision rate, would still leave an excess of about 30 to 40%. With full ZBL scattering between the same two energies the continuous value exceeds the mean path by about 12 to 13%, not 59%. The example therefore illustrates the statistics of the hard-sphere model; it predicts neither a range in silicon nor the error of a continuous calculation there.

Electronic drag is smaller but not negligible. The Lindhard–Scharff formula, in which drag is proportional to $\sqrt E$, gives 28 eV/nm at 1000 eV. With $\lambda$ and the collision law held fixed, and with the history also ending if drag brings the atom to $E_c$ during a flight, the simulated mean path falls to 4.44 nm, a reduction of about 10%. The mean depth falls slightly, to about 2.6 nm. The fractional drag loss per unit length varies as $E^{-1/2}$, so it is greatest near the cutoff, where this formula is an extrapolation.

Thermal motion at 300 K has $kT/E_c=0.0013$, which supports treating the targets as initially at rest. Treating them as free is not justified near the cutoff, where the energy is comparable with that needed to displace a lattice atom. Binary collisions are less secure: near the cutoff the ZBL-based free path is comparable with the atomic spacing $n^{-1/3}\approx0.27$ nm, so successive collisions are no longer well separated. Channelling in a crystal is also outside the model. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Initial energy E: 1000 eV
Cutoff energy Ec: 20 eV
Mean free path: 1.00 nm
Atomic density: 50 nm^-3
Contact distance D: 0.0798 nm
ln(E/Ec): 3.9120
Mean path, formula: 4.912 nm
Mean path, simulation: 4.911 nm
Standard error of that mean: 0.005 nm
CSDA path: 7.824 nm
CSDA / mean path: 1.593
Path standard deviation, formula: 2.971 nm
Path standard deviation, simulation: 2.969 nm
Mean collision number, formula: 4.912
Mean collision number, simulation: 4.908
Mean overshoot in ln E, simulation: 1.000
Mean depth, formula: 2.717 nm
Mean depth, simulation: 2.719 nm
Mean path for Ec = 10 eV: 5.605 nm
Energy (eV), mean path (nm), CSDA path (nm):
    20.00  1.000  0.000
    30.00  1.405  0.811
    54.37  2.000  2.000
   100.00  2.609  3.219
   300.00  3.708  5.416
  1000.00  4.912  7.824
Largest fractional loss, mean path (nm), CSDA (nm), ratio:
  1.00  4.912  7.824  0.6278
  0.50  13.456  15.648  0.8599
  0.10  76.260  78.240  0.9747
  0.02  389.257  391.202  0.9950
ZBL-size free path at E: 2.661 nm
ZBL-size free path at Ec: 0.288 nm
Energy where it equals the chosen one: 226 eV
Mean path with ZBL-size free path: 6.489 nm
Hard-sphere stopping at E: 500.0 eV/nm
ZBL nuclear stopping at E: 248.0 eV/nm
Hard-sphere stopping at Ec: 10.0 eV/nm
ZBL nuclear stopping at Ec: 40.4 eV/nm
Electronic stopping at E: 27.9 eV/nm
Mean path with electronic drag: 4.440 nm
Standard error of that mean: 0.005 nm
Mean depth with electronic drag: 2.645 nm
Temperature: 300 K
Thermal energy kT: 0.0259 eV
kT/Ec: 0.00129
```
